# Natural-orbital amplitudes of Hooke's atom and their signs: test program

```python
"""
Hooke's atom, k = 1/4, hartree atomic units.
Psi(1,2) = N G(r1) G(r2) (1 + r12/2), G(r) = exp(-r^2/4), is expanded as
sum_i g_i phi_i(1) phi_i(2) in real orthonormal natural orbitals phi_i.
Result under test: one amplitude g is positive (an s orbital, the largest
in magnitude) and all the others are negative.
l: angular momentum; n: order by |g| within l; u(r) = r R(r): radial orbital.
"""
import numpy as np
from scipy.integrate import quad
from scipy.interpolate import CubicSpline
from scipy.optimize import brentq
from scipy.special import eval_legendre

K_FORCE = 0.25
R_MAX = 12.0
L_MAX = 12
NORM = 1 / np.sqrt(4 * np.pi**2.5 * (8 + 5 * np.sqrt(np.pi)))


def gauss_grid(number, low, high):
    x, w = np.polynomial.legendre.leggauss(number)
    return low + (high - low) * (x + 1) / 2, w * (high - low) / 2


def distance_wave(l, r1, r2):
    """Coefficient of P_l(cos theta) in the expansion of r12."""
    large = np.maximum(r1, r2)
    ratio = np.minimum(r1, r2) / large
    return large * (ratio**(l + 2) / (2*l + 3) - ratio**l / (2*l - 1))


def solve_wave(l, number):
    """Amplitudes ordered by magnitude, and radial orbitals u on the grid."""
    r, w = gauss_grid(number, 0, R_MAX)
    a, b = r[:, None], r[None, :]
    kernel = (4 * np.pi * NORM / (2*l + 1) * a * b
              * np.exp(-(a*a + b*b) / 4)
              * (float(l == 0) + distance_wave(l, a, b) / 2))
    root = np.sqrt(w)
    g, vectors = np.linalg.eigh(root[:, None] * kernel * root[None, :])
    order = np.argsort(-np.abs(g))
    orbitals = vectors[:, order] / root[:, None]
    # Phase convention: positive at the first grid point beyond r = 0.3.
    start = np.searchsorted(r, 0.3)
    orbitals = orbitals * np.where(orbitals[start] < 0, -1.0, 1.0)
    return r, w, g[order], orbitals


# The stated wave function solves the six-dimensional Schroedinger equation.
def psi_cartesian(x):
    r12 = np.linalg.norm(x[:3] - x[3:])
    return NORM * np.exp(-np.dot(x, x) / 4) * (1 + r12 / 2)


energies = []
step = 1e-3
for point in ([0.7, -0.2, 0.4, -0.8, 0.5, -0.3],
              [1.1, 0.6, -0.9, 0.1, -0.7, 0.8],
              [-0.4, 1.3, 0.2, 0.9, 0.1, 1.0]):
    x = np.array(point)
    value = psi_cartesian(x)
    laplacian = sum(psi_cartesian(x + step*e) + psi_cartesian(x - step*e)
                    - 2*value for e in np.eye(6)) / step**2
    potential = (K_FORCE * np.dot(x, x) / 2
                 + 1 / np.linalg.norm(x[:3] - x[3:]))
    energies.append(-laplacian / (2*value) + potential)
assert np.max(np.abs(np.array(energies) - 2)) < 1e-5

# Angular projection from its definition, with s = r12 as variable.
for l in range(7):
    for r1, r2 in ((0.6, 1.7), (2.1, 1.9), (1.2, 1.2)):
        s, w = gauss_grid(30, abs(r1 - r2), r1 + r2)
        cosine = (r1*r1 + r2*r2 - s*s) / (2*r1*r2)
        direct = ((2*l + 1) / 2
                  * np.sum(w * s*s * eval_legendre(l, cosine)) / (r1*r2))
        assert abs(direct - distance_wave(l, r1, r2)) < 1e-10

# Scalar integral behind the Fourier representation of distance.
def scalar_integrand(t):
    return 1/6 - t*t/120 if t < 1e-2 else (t - np.sin(t)) / t**3


cut = 200.0
scalar = quad(scalar_integrand, 0, cut, limit=500)[0] + 1 / cut
# The omitted oscillating tail is below 1/cut^3, about 1e-7.
assert abs(scalar - np.pi / 4) < 1e-6

# Distance form for a function h of zero integral: real and Fourier space.
r, w = gauss_grid(400, 0, R_MAX)
pa, pb = 1.0, 0.4
h = ((pa/np.pi)**1.5 * np.exp(-pa*r*r)
     - (pb/np.pi)**1.5 * np.exp(-pb*r*r))
density = 4 * np.pi * w * r*r * h
form_real = density @ distance_wave(0, r[:, None], r[None, :]) @ density
form_fourier = -4/np.pi * quad(
    lambda q: (np.exp(-q*q/(4*pa)) - np.exp(-q*q/(4*pb)))**2 / q**2,
    0, 30, limit=300)[0]
assert abs(form_real - form_fourier) < 1e-6 and form_real < 0

# Radial diagonalisation, trace rules and signs.
waves = [solve_wave(l, 400) for l in range(L_MAX + 1)]
noise = 1e-12
positive_count = 0
negative_count = 0
norm_sum = 0.0
weak_sum = 0.0
traces = []
first = waves[0][2][0]
for l, (r, w, g, u) in enumerate(waves):
    trace = (4*np.pi*NORM/(2*l + 1)
             * (float(l == 0)*np.sqrt(np.pi/2) - 4/((2*l - 1)*(2*l + 3))))
    assert abs(np.sum(g) - trace) < 1e-10
    traces.append(np.sum(g))
    positives = int(np.sum(g > noise))
    assert positives == (1 if l == 0 else 0)
    positive_count += positives
    negative_count += int(np.sum(g < -noise))
    norm_sum += (2*l + 1) * np.sum(g*g)
    weak = g[1:] if l == 0 else g
    assert np.max(np.abs(weak)) < first
    weak_sum -= (2*l + 1) * np.sum(weak)
assert first > 0
assert abs(norm_sum - 1) < 1e-5  # finite L_MAX leaves a small remainder
total_trace = NORM * (2*np.pi)**1.5
weak_tail = 4*np.pi*NORM * (1/(2*L_MAX + 1) + 1/(2*L_MAX + 3))
assert abs(weak_sum + weak_tail - (first - total_trace)) < 1e-9

# Grid refinement of the amplitudes that are reported.
grid_change = max(np.max(np.abs(solve_wave(l, 200)[2][:4] - waves[l][2][:4]))
                  for l in range(4))
assert grid_change < 1e-6


def radial_spline(l, n):
    r, _, _, u = waves[l]
    return CubicSpline(np.r_[0.0, r], np.r_[0.0, u[:, n - 1]])


# Orbital equation by direct 3D integration around electron 1.
s, ws = gauss_grid(100, 0, 16)
mu, wm = gauss_grid(80, -1, 1)
s, mu = s[:, None], mu[None, :]
a = 1.3
r2 = np.sqrt(np.maximum(a*a + s*s + 2*a*s*mu, 1e-20))
cos2 = np.clip((a + s*mu) / r2, -1, 1)
psi = NORM * np.exp(-(a*a + r2*r2) / 4) * (1 + s/2)
equation_error = 0.0
for l, n in ((0, 1), (0, 2), (1, 1), (2, 1)):
    spline = radial_spline(l, n)
    orbital = np.where(r2 < R_MAX, spline(np.minimum(r2, R_MAX)) / r2, 0)
    orbital = orbital * eval_legendre(l, cos2)
    integral = 2*np.pi * np.sum(ws[:, None]*wm[None, :]*s*s*psi*orbital)
    expected = waves[l][2][n - 1] * spline(a) / a
    equation_error = max(equation_error, abs(integral - expected))
assert equation_error < 5e-7

# Signs without partial waves, on random points, and a contrasting factor.
rng = np.random.default_rng(7)
points = rng.normal(size=(250, 3))
distance = np.linalg.norm(points[:, None] - points[None, :], axis=2)
weight = np.exp(-np.sum(points**2, axis=1) / 4)
outer = weight[:, None] * weight[None, :]
cloud = np.linalg.eigvalsh(outer * (1 + distance/2))
contrast = np.linalg.eigvalsh(outer * np.exp(-distance/2))
assert cloud[-1] > 0 and cloud[-2] < 0
assert np.min(contrast) > 0


def count_nodes(u):
    visible = u[np.abs(u) > 1e-6 * np.max(np.abs(u))]
    return int(np.sum(visible[1:] * visible[:-1] < 0))


assert count_nodes(waves[0][3][:, 0]) == 0

print("Hooke's atom, hartree atomic units")
print(f"force constant k = {K_FORCE:.2f} a.u.")
print(f"mean local energy = {np.mean(energies):.6f} hartree")
print(f"normalisation N = {NORM:.8f} a.u.")
print("l n  amplitude g  occupation 2g^2  rms r/bohr  nodes")
for l in range(4):
    r, w, g, u = waves[l]
    for n in range(1, 5):
        v = u[:, n - 1]
        rms = np.sqrt(np.sum(w * r*r * v*v))
        print(f"{l} {n}  {g[n-1]:+.7f}  {2*g[n-1]**2:.4e}"
              f"  {rms:.4f}  {count_nodes(v)}")
print("radial functions R = u/r in bohr^(-3/2), labels (l,n)")
print("r/bohr   (0,1)    (0,2)    (1,1)    (2,1)")
splines = [radial_spline(l, n) for l, n in ((0, 1), (0, 2), (1, 1), (2, 1))]
for radius in (0.5, 1.0, 2.0, 3.0, 4.0, 5.0):
    print(f"{radius:.1f}  " + " ".join(f"{f(radius)/radius:+.5f}"
                                       for f in splines))
r = waves[0][0]
u2 = waves[0][3][:, 1]
inside = np.where((r[:-1] > 0.3) & (u2[:-1]*u2[1:] < 0))[0][0]
node = brentq(splines[1], r[inside], r[inside + 1])
print(f"node of orbital (0,2) = {node:.5f} bohr")
for l in range(4):
    print(f"sum over n of g, l={l}: {traces[l]:+.7f}")
print(f"trace of all amplitudes = {total_trace:.7f}")
print(f"sum of all weak |g| = {first - total_trace:.7f}")
print(f"weak |g| sum through l={L_MAX}: {weak_sum:.7f}")
print(f"weak |g| sum beyond l={L_MAX}: {weak_tail:.7f}")
print(f"total weak occupation = {2*(1 - first**2):.7f} electrons")
print(f"norm missing beyond l={L_MAX}: {1 - norm_sum:.2e}")
print(f"resolved radial g > 0: {positive_count}; g < 0: {negative_count}")
print(f"zero-integral test form, real space = {form_real:.7f} bohr")
print(f"same form, Fourier space = {form_fourier:.7f} bohr")
print(f"random points: g > 0: {np.sum(cloud > 0)}; g < 0: {np.sum(cloud < 0)}")
print(f"factor exp(-r12/2): g > 0: {np.sum(contrast > 0)};"
      f" g < 0: {np.sum(contrast < 0)}")
print(f"largest grid change in listed g = {grid_change:.1e}")
print(f"3D orbital-equation error = {equation_error:.1e} bohr^(-3/2)")
print("PASS")
```

It prints:

```
Hooke's atom, hartree atomic units
force constant k = 0.25 a.u.
mean local energy = 2.000000 hartree
normalisation N = 0.02911218 a.u.
l n  amplitude g  occupation 2g^2  rms r/bohr  nodes
0 1  +0.9870606  1.9486e+00  1.8816  0
0 2  -0.0353857  2.5043e-03  2.0339  1
0 3  -0.0037388  2.7957e-05  2.0103  2
0 4  -0.0009409  1.7707e-06  2.0054  3
1 1  -0.0887438  1.5751e-02  2.0000  0
1 2  -0.0064669  8.3642e-05  2.0000  1
1 3  -0.0014107  3.9803e-06  2.0000  2
1 4  -0.0004728  4.4706e-07  2.0000  3
2 1  -0.0106510  2.2689e-04  2.0000  0
2 2  -0.0020665  8.5412e-06  2.0000  1
2 3  -0.0006441  8.2980e-07  2.0000  2
2 4  -0.0002606  1.3587e-07  2.0000  3
3 1  -0.0030457  1.8553e-05  2.0000  0
3 2  -0.0008809  1.5521e-06  2.0000  1
3 3  -0.0003390  2.2978e-07  2.0000  2
3 4  -0.0001561  4.8737e-08  2.0000  3
radial functions R = u/r in bohr^(-3/2), labels (l,n)
r/bohr   (0,1)    (0,2)    (1,1)    (2,1)
0.5  +0.72266 +1.41582 +0.33949 +0.16705
1.0  +0.62807 +0.72789 +0.51983 +0.44406
2.0  +0.34423 -0.18414 +0.38168 +0.40701
3.0  +0.11660 -0.17663 +0.12459 +0.11558
4.0  +0.02370 -0.04749 +0.02269 +0.01722
5.0  +0.00287 -0.00653 +0.00244 +0.00154
node of orbital (0,2) = 1.64398 bohr
sum over n of g, l=0: +0.9462846
sum over n of g, l=1: -0.0975558
sum over n of g, l=2: -0.0139365
sum over n of g, l=3: -0.0046455
trace of all amplitudes = 0.4585054
sum of all weak |g| = 0.5285552
weak |g| sum through l=12: 0.5003724
weak |g| sum beyond l=12: 0.0281828
total weak occupation = 0.0514228 electrons
norm missing beyond l=12: 6.72e-08
resolved radial g > 0: 1; g < 0: 2277
zero-integral test form, real space = -0.1031066 bohr
same form, Fourier space = -0.1031066 bohr
random points: g > 0: 1; g < 0: 249
factor exp(-r12/2): g > 0: 250; g < 0: 0
largest grid change in listed g = 1.6e-09
3D orbital-equation error = 3.1e-09 bohr^(-3/2)
PASS
```
